# Choosing the approximate operator in lambda iteration: none or diagonal

In a model slab whose line photons are destroyed once in $10^4$ absorptions, plain lambda iteration took 68,851 steps to bring the largest error of the source function below $10^{-3}$ of the Planck function. With one changed setting, a diagonal approximate operator, it took 65. Both runs started from zero, used the same depth points and had the same solution.

A program that computes level populations together with line radiation may offer this setting. The analysis below shows what it changes, when the gain is large, and when a $1/\epsilon$ law survives it.

## The equation being iterated

Take a two-level atom with lower level $l$ and upper level $u$. Let $A$ be the spontaneous rate, $B_{lu}$ and $B_{ul}$ the absorption and stimulated-emission coefficients, and $C_{lu}$ and $C_{ul}$ the collision rates. With $\bar J$ the mean intensity averaged over the line, steady populations obey

$$n_uA=\bar J X+n_lC_{lu}-n_uC_{ul},\qquad X=n_lB_{lu}-n_uB_{ul}.$$

The line source function is $S=n_uA/X$, if emission and absorption share one profile (complete redistribution). Dividing by $X$ gives $S=\bar J+(n_lC_{lu}-n_uC_{ul})/X$.

To remove the populations, use $n_u/X=S/A$ and, from the definition of $X$, $n_l/X=(1+B_{ul}S/A)/B_{lu}$. With $b=h\nu/k_BT_g$ at gas temperature $T_g$, detailed balance gives $C_{lu}/B_{lu}=C_{ul}e^{-b}/B_{ul}$. The collision term becomes

$$\frac{C_{ul}}{A}\left[\frac{A}{B_{ul}}e^{-b}-(1-e^{-b})S\right]=\epsilon'(B-S),$$

where $\epsilon'=C_{ul}(1-e^{-b})/A$ and $B=(A/B_{ul})/(e^b-1)$ is the Planck function. Solving $S=\bar J+\epsilon'(B-S)$ for $S$ gives

$$S=(1-\epsilon)\Lambda S+\epsilon B,\qquad \epsilon=\frac{\epsilon'}{1+\epsilon'}.$$

Here $\Lambda$ is the linear operator that turns $S$ into $\bar J$, and $\epsilon$ is the probability that an absorbed photon is destroyed, if stimulated emission is negligible. The population ratio follows from $n_u/n_l=(B_{lu}S/A)/(1+B_{ul}S/A)$.

The slab is static and uniform, without continuum opacity or incident light. Its optical depth scale is prescribed, which keeps the problem linear. All quantities are dimensionless: $B=1$, $x$ is frequency from line centre in Doppler widths, $\phi=e^{-x^2}/\sqrt\pi$, and the optical depth $\tau$ runs from 0 to $T$, with $\phi\tau$ the depth at frequency $x$.

## What the discrete operator guarantees

Along direction cosine $\mu>0$, set $\kappa=\mu/\phi$. The outward and inward intensities obey $\kappa I_+'=I_+-S$ and $-\kappa I_-'=I_--S$. With $u=(I_++I_-)/2$ and $v=(I_+-I_-)/2$, half their sum and half their difference are $\kappa v'=u-S$ and $\kappa u'=v$. Hence

$$\kappa^2u''=u-S.$$

No light enters, so $I_-=0$ at $\tau=0$, giving $\kappa u'=u$; at $\tau=T$, $I_+=0$ gives $\kappa u'=-u$.

Integrate over a cell of width $w_i$ around each depth point, replacing slopes by differences between neighbours:

$$Ru=WS,\qquad R=W+\kappa^2K+\kappa F.$$

$W$ holds the widths, $K$ is minus the difference Laplacian, and $F$ is one at the two faces and zero elsewhere. Averaging over angle and profile, written $\langle\cdot\rangle$, gives $\Lambda=\langle R^{-1}\rangle W$.

Three properties follow.

- $R$ has a positive diagonal, nonpositive off-diagonal elements and positive row sums. Writing $R=Q-N$ with $Q$ diagonal and $N\ge0$, the series $R^{-1}=\sum_k(Q^{-1}N)^kQ^{-1}$ converges. Thus $\Lambda\ge0$ element by element.
- Since $K\mathbf 1=0$, $R\mathbf 1=W\mathbf 1+\kappa F\mathbf 1$, so $\Lambda\mathbf 1=\mathbf 1-E$ with $E=\langle\kappa R^{-1}F\mathbf 1\rangle>0$. $E_i$ is the chance that a photon emitted in cell $i$ leaves the slab without another absorption.
- $W^{1/2}\Lambda W^{-1/2}$ is symmetric and positive definite. The eigenvalues of $\Lambda$ are therefore real and positive, and the row sums keep the largest, $\lambda_1$, below one.

## Setting "none": the plain scheme

Plain iteration is $S_{n+1}=(1-\epsilon)\Lambda S_n+\epsilon B$. Subtracting the converged equation gives, for $e_n=S_n-S$,

$$e_{n+1}=(1-\epsilon)\Lambda e_n.$$

The spectral radius is $\rho=(1-\epsilon)\lambda_1$, and its distance from one, the gap, is

$$\delta=1-\rho=\epsilon+(1-\epsilon)(1-\lambda_1).$$

The Rayleigh quotient with a constant trial vector gives $\lambda_1\ge1-P$, where $P=\sum_iw_iE_i/T$ is the mean escape probability for a flat source. Therefore

$$\epsilon<\delta\le\epsilon+(1-\epsilon)P.$$

If the slowest mode starts with amplitude near one, reaching error $\eta$ takes $\ln(1/\eta)/[-\ln(1-\delta)]\approx\ln(1/\eta)/\delta$ steps. This is of order $1/\epsilon$ when $P\ll\epsilon$.

From $S_0=0$ the iterates are $S_n=\sum_{k<n}(1-\epsilon)^k\Lambda^k\epsilon B$. Each step adds one generation of scattering, and a photon deep inside survives about $1/\epsilon$ of them.

For a thick slab, a frequency with $\phi T\gg1$ loses the fraction $\tfrac12\int_0^1\mu\,d\mu/(\phi T)=1/(4\phi T)$ through each face. Two faces, weighted by $\phi$ and integrated over the opaque core $|x|<x_1(T)$, give

$$P\approx\frac{x_1(T)}{T},\qquad x_1(t)=\sqrt{\ln(t/\sqrt\pi)},$$

where $x_1(t)$ is the frequency at which $\phi t=1$. The $1/\epsilon$ law thus holds for $T\gg x_1(T)/\epsilon$. In a thinner slab escape can end the scattering sooner.

## Setting "diagonal": same-cell scattering is summed

Let $D$ be the diagonal of $\Lambda$. Use the new source for radiation returning to its own cell, and the old source for the rest:

$$S_{n+1}=(1-\epsilon)[DS_{n+1}+(\Lambda-D)S_n]+\epsilon B.$$

Collecting $S_{n+1}$ on the left, with $m=1-(1-\epsilon)D$, and replacing $-(1-\epsilon)DS_n$ by $mS_n-S_n$ gives

$$S_{n+1}=S_n+m^{-1}[(1-\epsilon)\Lambda S_n+\epsilon B-S_n].$$

The bracket vanishes at the same solution as before. The factor $1/m_i=\sum_k[(1-\epsilon)\Lambda_{ii}]^k$ sums all repeated scatterings that the discrete operator assigns to the cell. With $p_i=1-\Lambda_{ii}$, the operator's chance of leaving the cell, $m_i=\epsilon+(1-\epsilon)p_i$.

The error matrix is $G=m^{-1}(1-\epsilon)(\Lambda-D)=I-m^{-1}L$, with $L=I-(1-\epsilon)\Lambda$. It is nonnegative, so by Perron's theorem its spectral radius $\rho_D$ is itself an eigenvalue. Since $WL$ is symmetric,

$$1-\rho_D=\min_y\frac{y^TWLy}{y^TWmy}.$$

The numerator is at least $\delta\,y^TWy$, and the denominator at most $\max(m)\,y^TWy$. Taking the plain slow mode as trial vector bounds the minimum from above:

$$\frac{\delta}{\max m}\le1-\rho_D\le\frac{\delta}{\langle m\rangle_1},$$

where $\langle m\rangle_1$ is the average of $m$ over that mode with weight $Wy^2$. Every $m_i$ is below one, so in this model the diagonal scheme has the larger gap. How much larger depends on the grid.

A second lower bound comes from the row sums of $G$:

$$(G\mathbf 1)_i=\frac{(1-\epsilon)[(1-E_i)-(1-p_i)]}{m_i}=\frac{(1-\epsilon)(p_i-E_i)}{m_i}.$$

The spectral radius cannot exceed the largest row sum, so

$$1-\rho_D\ge\min_i\frac{\epsilon+(1-\epsilon)E_i}{\epsilon+(1-\epsilon)p_i}\ge\min_i\frac{E_i}{p_i}.$$

The last step uses $E_i\le p_i$, and its result does not contain $\epsilon$. What limits the scheme is the photon that leaves its cell but not the slab.

## How the grid decides the gain

Consider equal cells of width $\Delta$, far from the faces, with a unit source in cell 0. Put $r=\kappa^2/\Delta^2$. Away from the source, $u_i=u_0q^{|i|}$ with $r(q+1/q)=1+2r$. At the source, $u_0(1+2r-2rq)=1$, so $u_0=1/[r(1/q-q)]$. Since $(1/q-q)^2=(q+1/q)^2-4=(1+4r)/r^2$, $u_0=1/\sqrt{1+4r}$ and

$$p=\left\langle1-\frac{1}{\sqrt{1+4\kappa^2/\Delta^2}}\right\rangle.$$

As $\Delta\to0$, $p\to1$ and the gain disappears. For $\Delta\gg1$, substitute $y=\phi\Delta$. On each side of line centre $\phi\,dx=|dy|/(2x\Delta)$. The slowly varying $x$ may be taken at $y=1$, to leading logarithmic order:

$$p\approx\frac{1}{\Delta x_1(\Delta)}\int_0^1d\mu\int_0^\infty dy\left[1-\frac{y}{\sqrt{y^2+4\mu^2}}\right].$$

The inner integral is $2\mu$ and the outer one is then 1, so $p\approx1/[\Delta x_1(\Delta)]$.

This is the leading estimate for photons emitted at the centre of the cell. Photons emitted evenly throughout it would leave more often, with probability about $x_1(\Delta)/\Delta$ by the slab estimate above, because some start near a face. The gain therefore depends on how $\Lambda$ is discretized as well as on the grid. An operator that takes the source as uniform in each cell and also averages the mean intensity over the cell has this larger departure probability, and can need several times more steps. Evaluating the mean intensity at the cell centre instead keeps the smaller one.

Direct escape from depth $\tau\gg1$, through the nearer face, follows likewise with $y=\phi\tau$:

$$E\approx\frac{1}{2\tau x_1(\tau)}\int_0^1d\mu\int_0^\infty e^{-y/\mu}dy=\frac{1}{4\tau x_1(\tau)}.$$

The ratio that sets the floor is

$$\frac Ep\approx\frac{\Delta}{4\tau}\,\frac{x_1(\Delta)}{x_1(\tau)}.$$

**Cells growing with depth.** If $\Delta=a\tau$, this ratio is about $a/4$, reduced by a logarithmic factor that tends to one at large depth. The floor is the smallest ratio in the slab, so it lies somewhat below $a/4$ but does not vanish with $\epsilon$. The number of steps no longer grows as $1/\epsilon$. It does grow with refinement, roughly as $4/a$ if the gap follows its floor.

**Equal cells.** In a very thick slab $m$ is constant over nearly all of the slow mode and $\delta\to\epsilon$. The upper bound $\delta/\langle m\rangle_1$ and the row-sum bound, with $E\to0$ deep inside, then both approach $\epsilon/[\epsilon+(1-\epsilon)p]$, which is therefore the gap. For $\epsilon\ll p$ this is $\epsilon/p$: the diagonal saves a factor $1/p$, but the $1/\epsilon$ law remains.

## Reading the numbers

The opening slab has $T=10^6$ and 127 depth points, spaced geometrically from 0.01 to midplane at eight per decade and mirrored. The profile average uses 56 frequencies up to $x=4.4$ and four Gauss–Legendre angles. Gaps come from matrix diagonalization. Steps are counted from $S=0$ until the largest error, against a direct linear solution, is below $10^{-3}B$.

| $\epsilon$ | Plain gap | Diagonal gap | Plain steps | Diagonal steps |
|---|---|---|---|---|
| $10^{-2}$ | $1.000\times10^{-2}$ | 0.156 | 688 | 38 |
| $10^{-3}$ | $1.001\times10^{-3}$ | 0.099 | 6,903 | 57 |
| $10^{-4}$ | $1.005\times10^{-4}$ | 0.079 | 68,851 | 65 |

At $\epsilon=10^{-4}$, $\ln(10^3)/\delta=6.908/(1.005\times10^{-4})\approx6.87\times10^4$, close to the plain count. The mean escape probability, $3.8\times10^{-6}$, is well below $\epsilon$, which is enough for the law to hold. The same estimate for the diagonal scheme, $6.908/[-\ln(1-0.079)]\approx84$, exceeds the observed 65. The estimate assumes that the slow mode starts with amplitude one. Projecting the initial error onto that mode gives a largest amplitude of 0.21, and the estimate becomes $\ln(210)/[-\ln(1-0.079)]\approx65$.

At $\epsilon=10^{-5}$ the diagonal gap is 0.071. The row-sum floor is 0.048, and $a/4=0.290/4=0.072$. The gap thus fell by a factor of 2.2 while $\epsilon$ fell by 1,000.

One cell shows the mechanism. At $\tau=9130$ the width is 2646 and $p=1.43\times10^{-4}$; the leading estimate gives $1.40\times10^{-4}$. At $\epsilon=10^{-4}$, $m\approx2.43\times10^{-4}$, so one diagonal step sums about $1/m\approx4100$ local scatterings.

Call a photon core if $\phi w_i>1$ in its cell. In this cell the discrete operator lets a fraction $7\times10^{-5}$ of core photons leave before reabsorption ($8\times10^{-5}$ with four times finer frequency steps and eight angles), and about half of the wing photons. Keeping the core part alone in the diagonal gives a gap of 0.053, two thirds of the full 0.079. This fraction depends on where the cut is placed: the gap is 0.069 for $\phi w_i>0.5$ and 0.032 for $\phi w_i>2$. Keeping the wing part alone gives $1.005\times10^{-4}$, the plain value to the digits shown. The diagonal therefore works by taking trapped core photons out of the iteration. They remain in the gas, but their local scatterings no longer cost steps.

## Two cases where expectations change

**Thin slabs.** At $\epsilon=10^{-4}$, $1/\delta$ is 91 for $T=10^2$, about 6,000 for $T=10^4$ and about 9,900 for $T=10^6$. In the first case the gap is $1.1\times10^{-2}$, almost all of it from escape, and lowering $\epsilon$ further would hardly slow the plain scheme.

**Equal cells.** For $T=1000$ and $\Delta=5$, $p=0.167$. At $\epsilon=10^{-3}$, $m=0.001+0.999\times0.167=0.168$, which predicts a gain $1/m\approx5.95$. Diagonalization gives a gap of $1.81\times10^{-3}$ without the diagonal and $1.08\times10^{-2}$ with it, a ratio of 5.95. At $\epsilon=10^{-2}$ the diagonal gap is $6.15\times10^{-2}$. It falls by 5.7 rather than 10 between the two cases, mainly because escape contributes $0.8\times10^{-3}$ to the plain gap in both.

## When to stop

From $e_{n+1}=Ge_n$, with $G=(1-\epsilon)\Lambda$ for the plain scheme, the correction is $S_{n+1}-S_n=-(I-G)e_n$. Hence

$$e_n=-(I-G)^{-1}(S_{n+1}-S_n).$$

Once the slowest mode dominates, the error left after a correction $c$ has size $\rho c/(1-\rho)$. A small correction can mean a small gap instead of a small error.

At $\epsilon=10^{-4}$, both schemes were started from $S=B$ and stopped when the largest relative correction fell below $10^{-3}$. The plain scheme stopped after 486 steps with a largest relative error of 1.9. Since $S\le B$ and $\Lambda\ge0$, the iterates stay above the solution, so the source was there 2.9 times too large. The diagonal scheme stopped after 91 steps with an error of 1.1 per cent, near the estimate $10^{-3}\times0.921/0.079\approx1.2$ per cent.

Starting from $S=B$ does not cure the plain scheme. It still needed 39,890 steps to reach an absolute error of $10^{-3}B$.

## Guidance

- Choose the diagonal by default. In this model it always has the larger gap, and once the diagonal of $\Lambda$ is known it adds only a division per depth point to each step. Plain iteration is adequate when its own gap is not small, because $\epsilon$ is not small or because photons leave the slab after a few scatterings.
- Use cells that grow with depth. At $\epsilon=10^{-5}$, 4, 8 and 16 points per decade gave diagonal gaps of 0.147, 0.071 and 0.034. Doubling the resolution about doubles the steps, besides making each step dearer. Coarsening for speed is limited by the accuracy needed in $S$, which the iteration error does not measure.
- Set the correction threshold to the wanted error times $(1-\rho)/\rho$. The ratio of successive corrections estimates $\rho$ once it has settled. In the plain scheme it settles slowly and can understate the error until then: at step 486 of the run above it gives $1-\rho\approx2.2\times10^{-3}$ instead of $1.0\times10^{-4}$, and an error estimate of 0.45 instead of 1.9. For a bound on the largest absolute error before the next step, divide the largest absolute correction by $\epsilon$ in the plain scheme, or by the row-sum floor in the diagonal one. This holds because the row sums of the nonnegative matrix $G$ are at most one minus that number, so those of $(I-G)^{-1}=\sum_kG^k$ are at most its inverse.
- Treat these rates as a guide to the linear two-level problem. With many levels, or opacity that changes with the populations, they describe at most the linearized iteration, whose matrix need not have the symmetry and positivity used here.
